# When an s-Wave Node in a Square Well Gives a Ramsauer Minimum

**Q.** You say that an attractive well can become nearly transparent to slow electrons. A deep well bends the wave strongly. Why should it not scatter strongly?

**A.** A strong change inside the well can leave no trace outside it. Take $V=-V_0$ for $r<a$ and $V=0$ beyond, without spin, exchange or inelastic channels. In atomic units the wave numbers are $k=\sqrt{2E}$ outside and $q=\sqrt{k^2+2V_0}$ inside. Define

$$\kappa=ka,\qquad x=qa,\qquad x_0=a\sqrt{2V_0},\qquad x^2=x_0^2+\kappa^2 .$$

For $l=0$ the function $u=rR$ is proportional to $\sin qr$ inside, since it must vanish at the origin, and to $\sin(kr+\delta_0)$ outside. Continuity of $u'/u$ at $r=a$ gives $q\cot x=k\cot(\kappa+\delta_0)$, or

$$\tan(\kappa+\delta_0)=\frac{\kappa}{x}\tan x .$$

If $\delta_0=m\pi$, the left side is $\tan\kappa$, so

$$\frac{\tan x}{x}=\frac{\tan\kappa}{\kappa}.$$

Conversely, this equality makes $\delta_0$ a multiple of $\pi$. The outer wave is then $\pm\sin kr$, the free wave up to a sign, and the s wave does not scatter.

**Q.** A phase shift is fixed only up to a multiple of $\pi$. What does it mean to "pass $\pi$"?

**A.** We fix the multiple by requiring $\delta_0$ to be continuous in energy and to vanish at high energy. Let $\theta$ be the continuous angle with $\tan\theta=(\kappa/x)\tan x$ that equals $x$ whenever $x$ is a multiple of $\pi/2$. Then $\delta_0=\theta-\kappa$. At high energy $\kappa/x\to1$, so $\theta-x\to0$, and $x-\kappa=x_0^2/(x+\kappa)\to0$. This is the required choice.

At low energy $\kappa/x\to0$, and $\theta$ tends to the multiple of $\pi$ nearest to $x_0$. For $\pi/2<x_0<3\pi/2$ the phase therefore starts at $\pi$. Whether it first moves up or down follows from

$$\tan\delta_0\simeq\kappa\frac{\tan x_0}{x_0}-\kappa=-kA,\qquad A=a\left(1-\frac{\tan x_0}{x_0}\right).$$

Here $A$ is the scattering length, and the s-wave cross section at zero energy is $4\pi A^2$.

**Q.** Where is the node if the electron is slow?

**A.** For $\kappa\ll1$ the right side of the node condition is close to 1, so $x$ must be close to a nonzero root $x_n$ of $\tan x=x$. The first is $x_1=4.4934$. Write $F(x)=\tan x/x$. Using $\tan x_n=x_n$ and $\sec^2x_n=1+x_n^2$,

$$F'(x_n)=\frac{1+x_n^2}{x_n}-\frac{x_n}{x_n^2}=x_n .$$

Measure the depth by $\eta=x_n(x_n-x_0)$, taken to be of order $\kappa^2$. Since $x-x_0=\kappa^2/(x+x_0)\simeq\kappa^2/(2x_n)$,

$$x_n(x-x_n)\simeq\frac{\kappa^2}{2}-\eta,\qquad F(x)\simeq1-\eta+\frac{\kappa^2}{2}.$$

Subtracting the angle $\kappa$ from $\kappa+\delta_0$ and using $\tan\kappa\simeq\kappa+\kappa^3/3$,

$$\tan\delta_0=\frac{\kappa F-\tan\kappa}{1+\kappa F\tan\kappa}\simeq\kappa\left(F-1-\frac{\kappa^2}{3}\right)\simeq\frac{\kappa(\kappa^2-6\eta)}{6}.$$

The denominator changes this by a relative amount of order $\kappa^2$, which is dropped. The node is at $\kappa_0^2=6\eta$. Setting $\kappa=0$ in $F$ gives $A\simeq a\eta$, so in this well a low-energy node needs a small positive scattering length. The sign is set by the $k^3$ term of $\tan\delta_0$, which is positive here; in other potentials it can be negative, and the node then needs $A<0$. Near $x_1$ the phase starts at $\pi$, first falls slightly below it, and then rises through it at the node.

**Q.** The measured cross section contains every partial wave. Can we dismiss the others because they are small at low energy?

**A.** Not before comparing them with the right quantity. The amplitude is $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\vartheta)$. Integrating $|f|^2$ over angles removes the cross terms, because $\int P_lP_{l'}\,d\Omega=4\pi\delta_{ll'}/(2l+1)$:

$$\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l .$$

For each $l$ the radial function is $j_l(qr)$ inside and $j_l(kr)-\tan\delta_l\,n_l(kr)$ outside, with $n_0(z)=-\cos z/z$. Matching $aR'/R$ gives

$$x\frac{j_l'(x)}{j_l(x)}=\kappa\frac{j_l'(\kappa)-\tan\delta_l\,n_l'(\kappa)}{j_l(\kappa)-\tan\delta_l\,n_l(\kappa)} .$$

Cross-multiply and collect $\tan\delta_l$:

$$\tan\delta_l=\frac{\kappa j_l'(\kappa)j_l(x)-xj_l'(x)j_l(\kappa)}{\kappa n_l'(\kappa)j_l(x)-xj_l'(x)n_l(\kappa)} .$$

Both kinds of function obey $zg_l'=zg_{l-1}-(l+1)g_l$. On substitution the terms with $l+1$ cancel in the numerator and in the denominator, leaving

$$\tan\delta_l=\frac{\kappa j_{l-1}(\kappa)j_l(x)-xj_{l-1}(x)j_l(\kappa)}{\kappa n_{l-1}(\kappa)j_l(x)-xj_{l-1}(x)n_l(\kappa)} .$$

For the p wave, $j_1(x)=(\sin x-x\cos x)/x^2$ vanishes at $x_n$ and is of order $\kappa^2$ nearby. With $J=j_0(x_n)$, $j_1(\kappa)\simeq\kappa/3$ and $n_1(\kappa)\simeq-1/\kappa^2$, the leading terms are

$$\tan\delta_1\simeq\frac{-x_nJ\kappa/3}{x_nJ/\kappa^2}=-\frac{\kappa^3}{3}.$$

**Q.** The d wave should then be of order $\kappa^5$ and negligible.

**A.** That estimate fails here. Since $j_1'=j_0-2j_1/x$, we have $j_1'(x_n)=J$ and $xj_1(x)\simeq J(\kappa^2/2-\eta)$. Also $j_2=3j_1/x-j_0\simeq-J$. With $n_2(\kappa)\simeq-3/\kappa^3$, the numerator and denominator for $l=2$ become

$$N\simeq\kappa\,\frac{\kappa}{3}(-J)=-\frac{J\kappa^2}{3},$$

$$D\simeq\frac{J}{\kappa}+\frac{3J}{\kappa^3}\left(\frac{\kappa^2}{2}-\eta\right)=\frac{J(5\kappa^2-6\eta)}{2\kappa^3}.$$

The other term of $N$ is of order $\kappa^4$. Therefore

$$\tan\delta_2\simeq-\frac{2\kappa^5}{3(5\kappa^2-6\eta)} .$$

There is a resonance at $\kappa^2=6\eta/5$. At the s-wave node, where $6\eta=\kappa^2$, the result is $\tan\delta_2\simeq-\kappa^3/6$, the same order as the p wave.

The reason is a coincidence of conditions. A d state at zero energy has $R\propto r^{-3}$ outside, so $aR'/R=-3$. Inside, $aR'/R=x_0j_1(x_0)/j_2(x_0)-3$. Equality requires $j_1(x_0)=0$, which is $\tan x_0=x_0$. The depth that gives zero s-wave scattering length also puts a d state at threshold.

For $l=3$ the phase is of order $\kappa^7$, because $j_2(x_n)\ne0$. Near $x_1$ the higher phases are smaller still: a stronger centrifugal barrier moves the first zero of $j_l$ outward, so no $j_{l-1}$ with $l\geq3$ vanishes there.

**Q.** Then is there a minimum at all?

**A.** There is one if the energy is fixed and the depth is varied. Put $\eta=t\kappa^2$. Away from the d resonance, where $\sin^2\delta_2\simeq\tan^2\delta_2$, the three waves give

$$\frac{\sigma}{4\pi a^2\kappa^4}\simeq\left(t-\frac16\right)^2+\frac13+\frac{20}{9(5-6t)^2}.$$

The first term is the s wave, with its node at $t=1/6$. The second is $3(\kappa^3/3)^2/\kappa^6$, and the third is $5\tan^2\delta_2/\kappa^6$. Differentiation gives

$$2\left(t-\frac16\right)+\frac{80}{3(5-6t)^3}=0 .$$

For $t<5/6$ the second derivative is $2+480/(5-6t)^4>0$, so there is one minimum on this side of the resonance. Its position is $t=0.042$ and its value is 0.447, against $17/36=0.472$ at the node. For $t>5/6$ the s and p terms alone exceed $4/9+1/3=0.778$, so no lower minimum lies there.

The minimum is slightly displaced towards a deeper well, because the d-wave term falls in that direction. Its floor is of order $a^2\kappa^4$, whereas a well with $|A|$ comparable to $a$ has a cross section of order $4\pi a^2$. In this sense the higher waves are small and the s-wave node does make the well nearly transparent.

**Q.** Show me that with numbers.

**A.** Choose model values $a=2$ bohr and $E=0.2$ eV. Then $k=0.12124\ \mathrm{bohr}^{-1}$ and $\kappa=2\times0.12124=0.2425$. The full node condition gives $x_0=4.49125$, so

$$V_0=\frac{x_0^2}{2a^2}=\frac{20.171}{8}=2.521\ \text{hartree}=68.61\ \text{eV}.$$

The estimate $\eta=\kappa^2/6=0.00980$ is within 1% of the full value 0.00972. At this depth the s-wave cross section vanishes, while the p and d waves give

$$\sigma=0.05376+0.02298=0.0767\ \mathrm{bohr}^2=0.0215\times10^{-20}\ \mathrm{m}^2 .$$

The leading formula gives $50.27\times0.003457\times17/36=0.082\ \mathrm{bohr}^2$, about 7% above the full result; the neglected corrections are of relative order $\kappa^2=0.059$. For comparison, $4\pi a^2=50.27\ \mathrm{bohr}^2$.

At the same energy, a well 2% shallower has $\sigma=1.45\ \mathrm{bohr}^2$ and one 2% deeper has $3.03\ \mathrm{bohr}^2$, which are 19 and 39 times the node value. At 5% the values are 5.72 and $42.6\ \mathrm{bohr}^2$. The deeper side grows faster because $\tan x_0$ approaches its pole at $3\pi/2$. The minimum itself is at 68.66 eV, where $\sigma=0.0727\ \mathrm{bohr}^2$.

The tuning is fine. On the deeper side, the s-wave term reaches the size of the floor when $t$ moves from the node by about $\sqrt{0.45}=0.67$. Since $V_0\propto x_0^2$, this corresponds to

$$\frac{|\Delta V_0|}{V_0}\simeq\frac{2|\Delta\eta|}{x_1^2}=\frac{2\times0.67\times0.0588}{20.2}\simeq0.4\% .$$

The shallower side is less forgiving. There the same shift reaches the d resonance at $t=5/6$, where the total has a narrow peak of about $20\pi/k^2\simeq4270\ \mathrm{bohr}^2$. Halfway to it, at $t=1/2$, the leading formula gives $1/9+1/3+5/9=1.0$, already more than twice the minimum value 0.447. This is a change in depth of only about 0.2%. The wells 2% and 5% shallower lie beyond the peak.

**Q.** But an experimenter has one kind of atom and varies the energy. The Ramsauer minimum is a minimum in energy.

**A.** Then the question is different, and so is the answer. Hold the depth fixed and set $y=k^2/k_0^2$, with $k_0$ the node. From $\tan\delta_0$ above, the s-wave part is $4\pi A^2(1-y)^2$. Write the p-wave phase of a short-range potential as $\tan\delta_1\simeq-bk^3$. The two waves together give

$$\frac{\sigma_{s+p}}{4\pi A^2}=(1-y)^2+Ry^2,\qquad R=\frac{3b^2k_0^4}{A^2}.$$

Setting the derivative to zero, $-2(1-y)+2Ry=0$, gives $y=1/(1+R)$. The value there is

$$\frac{R^2+R}{(1+R)^2}=\frac{R}{1+R}.$$

A deep minimum close to the node requires $R\ll1$. The higher waves must therefore be small compared with the s-wave cross section away from its node. Small phases alone are not enough.

**Q.** Does the square well meet that condition if we make the node energy low enough?

**A.** No. Here $b=a^3/3$, $k_0^4=36\eta^2/a^4$ and $A=a\eta$, so

$$R=3\cdot\frac{a^6}{9}\cdot\frac{36\eta^2}{a^4}\cdot\frac{1}{a^2\eta^2}=12 .$$

The depth parameter cancels. Lowering the node energy reduces the s-wave cross section at zero energy as fast as it reduces the p-wave cross section at the node. The s and p waves alone have a dip at $1/13$ of the node energy, and it is only 8% deep.

The d wave adds $5(\kappa_0^3/6)^2/(\kappa_0^2\eta^2)=5$ at the node, since $\kappa_0^4=36\eta^2$. So

$$\frac{\sigma(\text{node})}{\sigma(0)}\to12+5=17 .$$

The numerical limits for the first two roots $x_n$, from the full phases up to $l=6$, are both 17.000.

**Q.** A large value could still be the bottom of a dip between two larger ones.

**A.** We can check the slope. With $w=\kappa^2/\eta$ and fixed $\eta$, away from the resonance,

$$\frac{\sigma}{\sigma(0)}=G(w)=\frac{(w-6)^2}{36}+\frac{w^2}{3}+\frac{20w^4}{9(5w-6)^2}.$$

At the node, $w=6$, the s-wave slope is zero and the p-wave slope is $2w/3=4$. The d-wave term equals 5 and has logarithmic slope $4/w-10/(5w-6)=1/4$, so its slope is $5/4$. The total slope is $21/4$, and the cross section rises through the node.

There are dips elsewhere. Below the d resonance the total keeps the shallow dip of the s and p waves, now near $w=0.4$ and about 7% below $\sigma(0)$. A second dip lies above the resonance. At $w=2$ the three slopes are $-2/9$, $4/3$ and $-10/9$, whose sum is zero. Above the resonance, $w^2/(5w-6)$ is positive and convex, hence so is its square, and $G$ is convex. The point $w=2$ is therefore a minimum, with $G(2)=4/9+4/3+20/9=4$. It lies at one third of the node energy. The s and p waves together are already rising there; the falling side of the d resonance makes the dip.

**Q.** Does the example follow this pattern?

**A.** Yes. Keep the depth at 68.61 eV. The scattering length is 0.01924 bohr, so $\sigma(0)=4\pi(0.01924)^2=0.00465\ \mathrm{bohr}^2$. At the 0.2 eV node the total is 16.5 times larger, close to the limiting 17.

| $E$ (eV) | s wave (bohr²) | total (bohr²) |
|---|---|---|
| 0.10 | 0.00114 | 0.0254 |
| 0.15 | 0.00028 | 0.0466 |
| 0.20 | 0.00000 | 0.0767 |
| 0.25 | 0.00028 | 0.1150 |
| 0.30 | 0.00109 | 0.1609 |

The s-wave column has its zero; the total passes it without a dip. The d resonance is at 0.0396 eV, near the predicted one fifth of the node energy. There $\sin^2\delta_2=1$ and the total reaches about $2.16\times10^4\ \mathrm{bohr}^2$, in a narrow peak. The dip above it is at 0.066 eV with $\sigma=0.0185\ \mathrm{bohr}^2$, which is 4.0 times $\sigma(0)$.

**Q.** You considered a small positive scattering length. Could a negative one rescue the minimum in energy?

**A.** Take $x_1<x_0<3\pi/2$. Then $\tan x_0>x_0$ and $A<0$, so $\delta_0$ starts at $\pi$ and first rises above it. It must end at zero, hence it does cross $\pi$ at some higher energy. But $\eta<0$, and $\kappa_0^2=6\eta$ has no solution: the crossing is not in the low-energy region near $x_1$.

For $x_0=4.5$, 4.6 and 4.7 the crossing is found at $ka=2.15$, 2.42 and 2.58. The sum $\sum_{l>0}(2l+1)\sin^2\delta_l$ is then 3.1, 4.8 and 9.4, whereas the s wave could contribute at most 1. The higher waves are not small, so these nodes do not make the well transparent. The numbers do not settle whether the total has some other structure at those energies.

**Q.** Does this mean that a real atom cannot have a Ramsauer minimum?

**A.** It does not. The result $R=12$ belongs to the square well near $x_n$. Another short-range potential can have a different ratio of $A$, $b$ and $k_0$, and if its $R$ is small, with the d wave also small, the total has a deep minimum near the s-wave node. An atom also polarizes, which adds an attractive tail proportional to $r^{-4}$. The threshold powers used here assume a short-range potential, so with such a tail the comparison of s and higher waves must be made again. For polarizability $\alpha$ the tail gives $\tan\delta_0\simeq-Ak-\pi\alpha k^2/3$ at low energy and makes the higher phases of order $k^2$. A low-energy node can then occur for a negative $A$ that is not tuned to be small, a case the square well does not show.

What carries over is the test itself: find the s-wave node, then compare the other waves there with the s-wave cross section on either side. For low-energy nodes near $x_n$, the square well passes this test when its depth is tuned at fixed energy, and fails it when the energy is varied at fixed depth. The numerical output below lists the values for both cases.

## Calculated quantities

```
first two nonzero roots of tan x = x: 4.493409, 7.725252
root 4.4934: node/zero-energy ratio, limit: total 17.000, p 12.000, d 5.000
root 7.7253: node/zero-energy ratio, limit: total 17.000, p 12.000, d 5.000
s+p energy minimum at kap^2/eta = 0.4610 (law 0.4615)
s+p minimum / zero-energy value = 0.9230 (law 0.9231)
d resonance at kap^2/eta = 1.1995 (law 1.2000)
depth minimum at ka=0.05: t = 0.0421 (law 0.0421)
its sigma/(4 pi a^2 kap^4) = 0.4461 (law 0.4474)
x0 = 4.5: A/a = -0.031, node at ka = 2.150, sum l>0 of (2l+1)sin^2 = 3.102
x0 = 4.6: A/a = -0.926, node at ka = 2.417, sum l>0 of (2l+1)sin^2 = 4.827
x0 = 4.7: A/a = -16.173, node at ka = 2.575, sum l>0 of (2l+1)sin^2 = 9.373
EXAMPLE radius = 2.0 bohr, energy = 0.2 eV
k = 0.12124 1/bohr, ka = 0.24248
node: x0 = 4.491247, depth V0 = 68.6111 eV, eta = 0.009715
scattering length A = 0.01924 bohr
delta_0/pi at 0.9 ka = 0.9998751
delta_0/pi at 1.0 ka = 1.0000000
delta_0/pi at 1.1 ka = 1.0001674
s-wave cross section at node = 0.00000 bohr^2
p-wave cross section at node = 0.05376 bohr^2
d-wave cross section at node = 0.02298 bohr^2
total at node = 0.07674 bohr^2 = 0.02149 x 1e-20 m^2
geometric scale 4 pi a^2 = 50.265 bohr^2
depth of minimum total at fixed energy = 68.6604 eV
minimum total = 0.07267 bohr^2
depth x 0.95: total = 5.7201 bohr^2, / node total = 74.5
depth x 0.98: total = 1.4463 bohr^2, / node total = 18.8
depth x 1.02: total = 3.0298 bohr^2, / node total = 39.5
depth x 1.05: total = 42.6132 bohr^2, / node total = 555.3
Fixed node depth, energy varied:
zero energy: total = 0.00465 bohr^2
node total / zero-energy total = 16.49
d resonance energy = 0.03958 eV
total at d resonance = 21600.0 bohr^2
dip above resonance: 0.0662 eV, total = 0.01854 bohr^2
E = 0.10 eV: s = 0.00114, total = 0.02543 bohr^2
E = 0.15 eV: s = 0.00028, total = 0.04660 bohr^2
E = 0.20 eV: s = 0.00000, total = 0.07674 bohr^2
E = 0.25 eV: s = 0.00028, total = 0.11501 bohr^2
E = 0.30 eV: s = 0.00109, total = 0.16092 bohr^2
```
